# The local mode of a light atom in a monatomic chain

A light impurity in a crystal can show an infrared line above every vibration of the host. The quickest estimate of its position lets the light atom vibrate while its neighbours stand still. That estimate goes wrong in two ways. It puts the line too low, and it can miss the line altogether. In a chain with unchanged springs it predicts no line above the band for an atom more than half as heavy as the host atoms, although there any mass reduction, however small, produces a mode above the band.

## The simplest case: neighbours held still

Take a chain of atoms of mass $M$ joined by equal nearest-neighbour springs of constant $K$. The motion is harmonic, with one displacement $u_n$ per site $n$. The atom at $n=0$ is replaced by one of mass

$$M'=(1-\epsilon)M ,\qquad 0<\epsilon<1,$$

and the springs keep their strength. If its neighbours are fixed, two springs pull it back, so $M'\omega^2=2K$ and

$$\omega_{\rm f}^2=\frac{2K}{M'} .$$

The highest frequency of the perfect chain has neighbouring atoms moving in opposite directions, $u_n\propto(-1)^n$. Each spring is then stretched by twice the displacement of an atom, the restoring force is $4Ku_n$, and

$$\omega_m^2=\frac{4K}{M}.$$

The estimate lies above $\omega_m$ if $2K/M'>4K/M$, that is, if $M'<M/2$. For a heavier impurity it falls inside the band, where the neighbours would respond strongly and cannot be treated as fixed. They must be allowed to move.

## The host on either side of the defect

For a vibration at frequency $\omega$, Newton's equation at site $n$ is

$$M_n\omega^2u_n=K(2u_n-u_{n+1}-u_{n-1}), \tag{1}$$

with $M_0=M'$ and $M_n=M$ elsewhere. Away from the defect, try $u_n=r^n$. Dividing by $r^n$ gives

$$M\omega^2=K\left(2-r-\frac1r\right). \tag{2}$$

**Inside the band.** With $r=e^{ik}$, equation (2) becomes $M\omega^2=2K(1-\cos k)$, or

$$\omega_k^2=\omega_m^2\sin^2(k/2),$$

which covers $0\le\omega^2\le\omega_m^2$. A localised mode must have a finite sum $\sum u_n^2$, so $u_n$ must tend to zero on both sides. This cannot happen in the band. For $0<k<\pi$ the host equation reads $u_{n+1}=2u_n\cos k-u_{n-1}$, and the quantity

$$Q_n=u_n^2+u_{n+1}^2-2u_nu_{n+1}\cos k$$

does not depend on $n$. To see this, use the host equation to replace $u_{n+1}-2u_n\cos k$ by $-u_{n-1}$ in $Q_n$, which gives $Q_n=u_n^2-u_{n+1}u_{n-1}$. Replacing $u_{n-1}-2u_n\cos k$ by $-u_{n+1}$ in $Q_{n-1}$ gives the same expression. Since $|\cos k|<1$, $Q_n$ is positive unless both displacements vanish. If $u_n$ tends to zero then $Q_n$ does too, and being constant it is zero, so there is no motion. At the band edges the solutions are $A+Bn$ and $(-1)^n(A+Bn)$, which do not decay either.

**Below the band.** Here $\omega^2$ would be negative. Multiplying (1) by $u_n$ and summing gives $\omega^2\sum M_nu_n^2=K\sum(u_{n+1}-u_n)^2\ge0$, which excludes it.

**Above the band.** Now $M\omega^2>4K$, so (2) requires $r+1/r<-2$. Both roots are negative and their product is 1, so one has modulus below 1. Call it $r=-q$, with $0<q<1$. The other root grows with distance and must be left out. Equation (2) becomes

$$M\omega^2=K\left(2+q+\frac1q\right)=K\frac{(1+q)^2}{q}. \tag{3}$$

The right side and the left side each have one decaying solution, and both must give the same $u_0$ at the defect. Hence

$$u_n=u_0(-q)^{|n|}. \tag{4}$$

The mode is therefore even about the defect. An odd mode would have $u_0=0$, and then (4) leaves nothing.

## Joining the two sides

At $n=0$ both neighbours have displacement $-qu_0$, so (1) gives

$$M'\omega^2=K(2+q+q)=2K(1+q). \tag{5}$$

This is the fixed-neighbour result multiplied by $1+q$. The neighbours move against the light atom and stretch the springs further.

Insert (3) in (5), with $M'=(1-\epsilon)M$:

$$(1-\epsilon)K\frac{(1+q)^2}{q}=2K(1+q).$$

Division by $K(1+q)$ and multiplication by $q$ give $(1-\epsilon)(1+q)=2q$. Collecting the terms in $q$ gives $(1+\epsilon)q=1-\epsilon$, so

$$q=\frac{1-\epsilon}{1+\epsilon}. \tag{6}$$

For the frequency, use $1+q=2/(1+\epsilon)$ in (3):

$$\frac{(1+q)^2}{q}=\frac{4}{(1+\epsilon)^2}\,\frac{1+\epsilon}{1-\epsilon}=\frac{4}{1-\epsilon^2},
\qquad
\boxed{\;\omega_L^2=\frac{\omega_m^2}{1-\epsilon^2}\;} \tag{7}$$

For every $0<\epsilon<1$, (6) gives one value of $q$ between 0 and 1. There is thus exactly one localised mode, and it lies above the band. This proves the claim.

**Limit of a very light atom.** Write (7) as $\omega_L^2=4K/[M'(1+\epsilon)]$. As $\epsilon\to1$ this tends to $2K/M'$ and $q\to0$. The neighbours stand still, and the simple estimate is recovered where it should hold.

**Limit of a small mass change.** Expanding (7) gives $\omega_L-\omega_m\approx\omega_m\epsilon^2/2$. The amplitude falls by a factor $e$ over $1/\ln(1/q)$ sites. Since $\ln(1/q)=\ln(1+\epsilon)-\ln(1-\epsilon)\approx2\epsilon$, this length is about $1/(2\epsilon)$. For $\epsilon=0.01$ the mode spreads over 50 sites on each side and lies a fraction $5\times10^{-5}$ above the band top. With a band top of 520 cm⁻¹ that is a gap of only 0.03 cm⁻¹.

**A heavier atom.** For $-1<\epsilon<0$, (6) gives $q>1$, which grows with distance. For $\epsilon\le-1$ the equation $(1+\epsilon)q=1-\epsilon$ has no positive solution. A heavy atom with unchanged springs therefore has no localised mode.

## Why a small change is enough

The algebra does not yet show why there is no threshold. An energy argument does. For any displacement pattern define

$$R=\frac{K\sum_n(u_{n+1}-u_n)^2}{\sum_nM_nu_n^2}.$$

If the pattern is expanded in the normal modes of a long finite chain, $R$ is a weighted mean of their $\omega^2$. The highest mode therefore has $\omega^2\ge R$, and a pattern with $R>\omega_m^2$ proves that a mode lies above the band.

Take the trial pattern $u_n=(-q)^{|n|}$, with $q$ now free. On each side the successive spring stretches have magnitude $(1+q)q^n$, $n=0,1,2,\dots$, so the numerator is

$$2K(1+q)^2\sum_{n=0}^\infty q^{2n}=\frac{2K(1+q)^2}{1-q^2}.$$

In the denominator, $\sum_nq^{2|n|}=1+2q^2/(1-q^2)=(1+q^2)/(1-q^2)$, and the lighter atom removes $\epsilon M$:

$$\sum_nM_nu_n^2=M\left[\frac{1+q^2}{1-q^2}-\epsilon\right]. \tag{8}$$

Dividing, and using $\omega_m^2=4K/M$,

$$\frac{R}{\omega_m^2}=\frac{(1+q)^2}{2\,[1+q^2-\epsilon(1-q^2)]}. \tag{9}$$

This exceeds 1 if $(1+q)^2>2(1+q^2)-2\epsilon(1-q^2)$. Since $2(1+q^2)-(1+q)^2=(1-q)^2$, the condition is

$$2\epsilon(1-q)(1+q)>(1-q)^2. \tag{10}$$

The right side is the cost of bending the band-top pattern into a localised one, and it is quadratic in $1-q$. The left side is the gain from placing more of the motion on the light atom, and it is linear in $1-q$. For a wide enough pattern the gain wins, however small $\epsilon$ is.

The best trial pattern is the true mode. The bracket in (9) equals $(1-\epsilon)+(1+\epsilon)q^2$. Setting the derivative of (9) to zero gives, after division by $2(1+q)$,

$$(1-\epsilon)+(1+\epsilon)q^2=(1+q)(1+\epsilon)q ,$$

and hence $(1+\epsilon)q=1-\epsilon$, which is (6).

## Generalising to other lattices

To see whether the missing threshold survives in three dimensions, put the mass change on the right of the equation of motion as a source. With $\Phi$ the spring matrix of the perfect lattice,

$$M\omega^2u_n-\sum_m\Phi_{nm}u_m=\epsilon M\omega^2u_0\,\delta_{n0}.$$

In plane waves the left side is multiplication by $M(\omega^2-\omega_k^2)$. Solving for $u_n$ and setting $n=0$ gives, for $u_0\ne0$,

$$1=\epsilon\,F(\omega^2),\qquad F(\omega^2)=\left\langle\frac{\omega^2}{\omega^2-\omega_k^2}\right\rangle , \tag{11}$$

where the brackets denote the average over all wavevectors. Above the band $F$ falls steadily with $\omega^2$ and tends to 1. A mode therefore exists if $1/\epsilon$ is smaller than the value of $F$ at the band top.

**Return to the chain.** Here $\omega^2-\omega_k^2=A+B\cos k$, with $A=\omega^2-\omega_m^2/2$ and $B=\omega_m^2/2$. Define $q<1$ by $A/B=(1+q^2)/(2q)$. The geometric series

$$\sum_{n=-\infty}^{\infty}(-q)^{|n|}e^{ikn}=\frac{1-q^2}{1+q^2+2q\cos k}$$

has average 1, from its $n=0$ term. Therefore

$$\left\langle\frac1{A+B\cos k}\right\rangle=\frac{2q}{B(1-q^2)}=\frac1{\sqrt{A^2-B^2}}=\frac{1}{\sqrt{\omega^2(\omega^2-\omega_m^2)}},$$

and $F=(1-\omega_m^2/\omega^2)^{-1/2}$. This is infinite at the band top, so there is no threshold. Setting $F=1/\epsilon$ gives $1-\omega_m^2/\omega^2=\epsilon^2$, which is (7) again.

**Three dimensions.** Take a simple cubic lattice with one scalar displacement per site, for which $\omega_k^2=(2K/M)(3-\cos k_x-\cos k_y-\cos k_z)$ and $\omega_m^2=12K/M$. Near the band top, $\omega_m^2-\omega_k^2$ is proportional to $p^2$, where $p$ is the distance from the zone corner. The average in (11) then behaves as $\int p^2\,dp/p^2$, which is finite, whereas the chain has $\int dp/p^2$, which diverges. Numerical integration gives the threshold $\epsilon=0.330$. In this lattice an impurity must be about a third lighter than the host before a mode leaves the band. The statement that any mass reduction suffices, true for the chain, fails here.

## How strongly the line follows the impurity mass

The defect's share $s$ of the kinetic energy is $M'u_0^2/\sum M_nu_n^2$. From (6), $1+q^2=2(1+\epsilon^2)/(1+\epsilon)^2$ and $1-q^2=4\epsilon/(1+\epsilon)^2$. The bracket in (8) is then

$$\frac{1+\epsilon^2}{2\epsilon}-\epsilon=\frac{1-\epsilon^2}{2\epsilon},
\qquad\text{so}\qquad
s=\frac{(1-\epsilon)\,2\epsilon}{1-\epsilon^2}=\frac{2\epsilon}{1+\epsilon}.$$

Differentiating $\ln\omega_L=\ln\omega_m-\tfrac12\ln(1-\epsilon^2)$ at fixed $M$ and $K$, with $d\epsilon=-dM'/M=-(1-\epsilon)\,d\ln M'$, gives

$$\frac{d\ln\omega_L}{d\ln M'}=-\frac{\epsilon(1-\epsilon)}{1-\epsilon^2}=-\frac{\epsilon}{1+\epsilon}=-\frac s2 . \tag{12}$$

In the light limit $s\to1$ and $\omega_L\propto M'^{-1/2}$, as for a single atom on fixed springs. In the weak limit $s\to0$: the mode hardly belongs to the impurity, and its frequency hardly depends on the impurity's mass.

## Carbon in silicon

Substitutional carbon in silicon wafers is measured by its infrared line. Take $M=28.09$ u, $M'=12.00$ u and a rough band top of 520 cm⁻¹. Then

$$\epsilon=1-\frac{12.00}{28.09}=0.5728,\qquad q=\frac{0.4272}{1.5728}=0.2716,$$

$$\tilde\nu_L=\frac{520}{\sqrt{1-0.5728^2}}=520\times1.2200=634\ \text{cm}^{-1},$$

or 78.7 meV. The nearest neighbours move with 27% of the carbon amplitude in the opposite direction, and the next ones with 7% in the same direction. Carbon holds a share $s=0.73$ of the kinetic energy. With fixed neighbours the line would be at 563 cm⁻¹, and the factor $\sqrt{1+q}$ from (5) restores 634 cm⁻¹.

For carbon of mass 13.00 u, (7) gives 616.5 cm⁻¹, a shift of −17.9 cm⁻¹. The linear estimate from (12) is $-0.3642\times(1/12)\times634.4=-19.3$ cm⁻¹. It is too large in magnitude because the slope $-\omega_L\epsilon/[(1+\epsilon)M']$ weakens as $M'$ grows.

The real line lies roughly at 600 cm⁻¹, so the chain is somewhat high. One assumption that can account for a difference of this size is that carbon keeps the silicon springs, which a real carbon atom need not do. Changing both springs at the defect by −10% or +10%, with everything else fixed, moves the line to 604 or 663 cm⁻¹, as found by diagonalising a chain of 1201 atoms. The lattice also matters, but three dimensions alone need not lower the line. The scalar cubic lattice, with the same $\epsilon$ and the same band top, puts the line at 594 cm⁻¹ by (11). Carbon's $\epsilon$ is well above that lattice's threshold. This drop belongs to the scalar cubic model. A diamond lattice with two atoms per cell, vector displacements and bond-stretching and bond-bending (Keating) forces, scaled to the same band top, gives 635 cm⁻¹ by (11) for a bending-to-stretching ratio of 0.285, and between about 630 and 650 cm⁻¹ for ratios from 0.5 down to 0.05. Its threshold is also lower, roughly 0.2 at the ratio 0.285. The single dimension therefore does not explain why the chain is high. None of these numbers is a prediction for silicon, since the models do not supply the real forces around the carbon atom. They show that the chain's line position is uncertain by some tens of cm⁻¹. The model also contains no charges, so it says nothing about the strength of the absorption, which a concentration measurement needs.

Other neglected effects can be looked at one at a time:

- **Host isotopes.** One nearest neighbour of mass 30 u instead of 28.09 u lowers the line by 2.5 cm⁻¹, from the same kind of diagonalisation.
- **Other carbon atoms.** A second carbon atom ten sites away splits the line by about 0.001 cm⁻¹. At a rough concentration of $10^{17}$ cm⁻³ the mean spacing is 21.5 nm, many more than ten bond lengths.
- **Temperature.** At 300 K the mean number of quanta in the mode is 0.05. In a harmonic model temperature does not move the line. In a real crystal it can, through anharmonic coupling to the band modes, which have lower frequencies and are more strongly excited.
- **Anharmonicity.** Replace each spring by a Morse bond $D(1-e^{-ax})^2$ of stretch $x$, with a rough depth $D=2.3$ eV. Matching the curvature, $2Da^2=K=M\omega_m^2/4=112$ N/m, gives $a=12.3$ nm⁻¹. Keep the mode shape (4) and solve the Schrödinger equation for its amplitude on a grid. The zero-point rms displacement of carbon in this mode is 4.0 pm, and the first transition rises by 4 cm⁻¹. The rise has a simple origin: bonds on opposite sides stretch oppositely, so the cubic terms cancel, and the leading remaining term, $\tfrac{7}{12}Da^4x^4$ per bond, is positive. Coupling to the band modes is left out, and it enters at the same order. Its quartic part raises the line a little further, but its cubic part is larger: it lets the bonds lengthen when the mode is excited, which lowers the line. The 4 cm⁻¹ therefore fixes neither the size nor the sign of the full anharmonic shift.

All numerical values are calculated from the stated model.
